# Effective Field of a Doped Zero-Field Composite Fermi Liquid: verification in Python

```python
"""
Result under test: in a half-filled Chern band at zero applied field, a density
change delta_n gives composite fermions the field b = -2 (h/e) delta_n / C.
C: Chern number (+1 or -1); h/e: flux quantum; b: emergent effective field.
The electron is a product d1*d2*f: d1 and d2 are gapped Chern fermions, and f
is the composite fermion. Lattice fluxes are in flux quanta per cell.
The existence of the composite Fermi liquid is assumed, not tested.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp


def torus_hamiltonian(size, quanta, diagonal):
    """Square torus, flux quanta/size per cell, nearest hopping -1."""
    flux = quanta / size
    ham = np.zeros((size**2, size**2), complex)
    for x in range(size):
        for y in range(size):
            start = x * size + y
            right = (x + 1) % size
            ham[right * size + y, start] -= 1
            up = x * size + (y + 1) % size
            ham[up, start] -= np.exp(2j * np.pi * flux * x)
            for step in (-1, 1):
                end = right * size + (y + step) % size
                phase = 2 * np.pi * flux * (x + 0.5) * step
                ham[end, start] -= diagonal * np.exp(1j * phase)
    return ham + ham.conj().T


# Density response of the gapped partners, by counting occupied states.
size = 20
slopes = []
counts_positive = []
smallest_gap_edge = np.inf
for orientation in (1, -1):
    counts = []
    for change in (-1, 0, 1):
        ham = torus_hamiltonian(size, orientation * size // 2 + change, 0.25)
        energies = np.linalg.eigvalsh(ham)
        smallest_gap_edge = min(smallest_gap_edge, np.min(abs(energies)))
        counts.append(int(np.sum(energies < 0)))
    assert counts[1] == size**2 // 2
    assert counts[2] - counts[1] == counts[1] - counts[0]
    slopes.append((counts[2] - counts[0]) / (2 * size))
    if orientation == 1:
        counts_positive = counts
assert smallest_gap_edge > 0.3
assert abs(slopes[0]) == 1 and slopes[1] == -slopes[0]
chern = int(slopes[0])

# Which f flux makes the product a uniform state in zero external field?
small = 7
particles = 21
doping_cell = particles / small**2 - 0.5
quanta_d = round(small * (0.5 + doping_cell / chern))
predicted_f = round(-2 * doping_cell / chern * small) % small
energy_d, orbitals_d = np.linalg.eigh(torus_hamiltonian(small, quanta_d, 0.25))
assert energy_d[particles] - energy_d[particles - 1] > 0.3
rng = np.random.default_rng(4)
configurations = [rng.choice(small**2, particles, replace=False)
                  for _ in range(12)]


def translation_ratio(orbitals, sites):
    """Phase and log modulus ratio after moving every particle by one cell."""
    moved = (sites + small) % small**2
    sign0, log0 = np.linalg.slogdet(orbitals[sites, :particles])
    sign1, log1 = np.linalg.slogdet(orbitals[moved, :particles])
    return sign1 / sign0, log1 - log0


uniform_fluxes = []
for quanta_f in range(small):
    energy_f, orbitals_f = np.linalg.eigh(
        torus_hamiltonian(small, quanta_f, 0.0))
    if quanta_f == predicted_f:
        gap_f = energy_f[particles] - energy_f[particles - 1]
        assert gap_f > 0.02
    phases, log_changes = [], []
    for sites in configurations:
        phase_d, log_d = translation_ratio(orbitals_d, sites)
        phase_f, log_f = translation_ratio(orbitals_f, sites)
        phases.append(phase_d**2 * phase_f)
        log_changes.append(2 * log_d + log_f)
    spread = np.max(abs(np.array(phases) - phases[0]))
    if spread < 1e-6 and np.max(np.abs(log_changes)) < 1e-6:
        uniform_fluxes.append(quanta_f)
assert uniform_fluxes == [predicted_f]

# Rough round inputs in the regime of twisted semiconductor bilayers.
flux_quantum = sc.h / sc.e
delta_n = 1e14
period = 5e-9
mass = 2 * sc.m_e
free_path = 200e-9
temperature = 0.1
permittivity = 10.0
band_gap_mev = 20.0
inhomogeneity = 1e14
period_change = 0.01
thickness = 1e-9

cell_area = np.sqrt(3) / 2 * period**2
n_half = 1 / (2 * cell_area)
density = n_half + delta_n
field = -2 * flux_quantum * delta_n / chern
b = abs(field)
# Same field from counted states: flux needed per added lattice particle.
added = (counts_positive[2] - counts_positive[1]) / size**2
field_counted = -2 * (1 / size) / added * flux_quantum * delta_n
assert np.isclose(field, field_counted, rtol=1e-12)
assert abs(b - 0.83) < 0.005

k_fermi = np.sqrt(4 * np.pi * density)
radius = sc.hbar * k_fermi / (sc.e * b)
spacing = sc.hbar * sc.e * b / mass
cf_filling = density * flux_quantum / b

# Fermi wavevector: count single-species plane waves in a periodic box.
box = 2e-6
limit = int(k_fermi * box / (2 * np.pi)) + 2
grid = np.arange(-limit, limit + 1) * 2 * np.pi / box
count = np.sum(grid[:, None]**2 + grid[None, :]**2 < k_fermi**2)
assert np.isclose(count / box**2, density, rtol=0.005)

# Orbit: integrate the Lorentz force for half a turn, in nm and ps.
omega = sc.e * b / mass * 1e-12
velocity_factor = sc.hbar / mass * 1e6


def motion(time, state):
    x, y, kx, ky = state
    return [velocity_factor * kx, velocity_factor * ky,
            -omega * ky, omega * kx]


orbit = solve_ivp(motion, (0, np.pi / omega), [0, 0, k_fermi * 1e-9, 0],
                  rtol=1e-9, atol=1e-9)
diameter = np.hypot(orbit.y[0, -1], orbit.y[1, -1])
assert np.isclose(diameter, 2 * radius * 1e9, rtol=1e-5)

# Level spacing: lattice levels extrapolated to small flux; mass gives 4*pi*flux.
ratios = []
for length in (15, 30):
    levels = np.linalg.eigvalsh(torus_hamiltonian(length, 1, 0.0))
    ratios.append((levels[length] - levels[0]) / (4 * np.pi / length))
level_ratio = 2 * ratios[1] - ratios[0]
assert abs(level_ratio - 1) < 0.01

# Thermal damping: average an oscillation over the Fermi-window derivative.
thermal = sc.k * temperature
x_thermal = 2 * np.pi**2 * thermal / spacing
damping = x_thermal / np.sinh(x_thermal)
average = 2 * quad(lambda u: np.cos(2 * np.pi * u * thermal / spacing)
                   / (4 * np.cosh(u / 2)**2), 0, 60, limit=200)[0]
assert np.isclose(damping, average, rtol=1e-6)

# Sizes of effects left out of the uniform mean-field result.
field_spread = 2 * flux_quantum * inhomogeneity
new_half = n_half / (1 + period_change)**2
period_shift = 2 * flux_quantum * abs(new_half - n_half)
coulomb_mev = sc.e / (4 * np.pi * sc.epsilon_0 * permittivity * period) * 1e3
bohr_magneton = sc.physical_constants["Bohr magneton"][0]
real_field_bound = sc.mu_0 * density * bohr_magneton / thickness
fermi_kelvin = (sc.hbar * k_fermi)**2 / (2 * mass * sc.k)

print("LATTICE TESTS")
print(f"torus side for state counting: {size} cells")
print(f"diagonal/nearest hopping ratio: {0.25:.2f}")
print(f"occupied states at flux 9/20, 10/20, 11/20: {counts_positive}")
print(f"Chern number from counting: {chern:+d}")
print(f"Chern number, reversed orientation: {int(slopes[1]):+d}")
print(f"smallest |energy|/hopping in counting: {smallest_gap_edge:.3f}")
print(f"wavefunction torus side: {small} cells; particles: {particles}")
print(f"doping from half filling: {doping_cell:.5f} per cell")
print(f"flux of each d fermion: {quanta_d}/{small} quantum per cell")
print(f"predicted f flux: {predicted_f}/{small} quantum per cell (mod 1)")
print(f"f fluxes passing translation test (sevenths): {uniform_fluxes}")
print(f"f gap/hopping at predicted flux: {gap_f:.3f}")
print(f"extrapolated level spacing/formula: {level_ratio:.4f}")
print("WORKED EXAMPLE: INPUTS")
print(f"density doping: {delta_n:.1e} m^-2 = {delta_n/1e4:.1e} cm^-2")
print(f"moire period: {period*1e9:.1f} nm")
print(f"composite-fermion mass: {mass/sc.m_e:.1f} electron masses")
print(f"mean free path: {free_path*1e9:.0f} nm")
print(f"temperature: {temperature:.2f} K")
print(f"relative permittivity: {permittivity:.0f}")
print(f"band gap: {band_gap_mev:.0f} meV")
print("WORKED EXAMPLE: RESULTS")
print(f"flux quantum h/e: {flux_quantum:.6e} T m^2")
print(f"cell area: {cell_area*1e18:.2f} nm^2")
print(f"half-filling density: {n_half/1e4:.4e} cm^-2")
print(f"total density after doping: {density/1e4:.4e} cm^-2")
print(f"doping per cell: {delta_n*cell_area:.5f}")
print(f"signed effective field: {field:+.4f} T")
print(f"effective field magnitude: {b:.4f} T = {b*10:.3f} kG")
print(f"effective flux per cell: {b*cell_area/flux_quantum:.5f} quantum")
print(f"Fermi wavevector: {k_fermi*1e-9:.4f} nm^-1")
print(f"cyclotron radius: {radius*1e9:.1f} nm")
print(f"level spacing: {spacing/sc.e*1e3:.4f} meV")
print(f"composite-fermion filling: {cf_filling:.1f}")
print("NEGLECTED EFFECTS")
print(f"Fermi temperature: {fermi_kelvin:.1f} K")
print(f"thermal damping argument X: {x_thermal:.3f}")
print(f"thermal damping factor: {damping:.3f}")
print(f"mean free path/cyclotron radius: {free_path/radius:.3f}")
print(f"density inhomogeneity: {inhomogeneity/1e4:.1e} cm^-2")
print(f"field spread from inhomogeneity: {field_spread:.3f} T")
print(f"moire period change: {period_change*100:.1f} percent")
print(f"field shift from period change: {period_shift:.3f} T")
print(f"Coulomb energy at one period: {coulomb_mev:.1f} meV")
print(f"Coulomb energy/band gap: {coulomb_mev/band_gap_mev:.2f}")
print(f"magnetization thickness: {thickness*1e9:.1f} nm")
print(f"real field bound, 1 Bohr magneton each: {real_field_bound*1e3:.3f} mT")
print("every check passed")
```

It prints:

```
LATTICE TESTS
torus side for state counting: 20 cells
diagonal/nearest hopping ratio: 0.25
occupied states at flux 9/20, 10/20, 11/20: [180, 200, 220]
Chern number from counting: +1
Chern number, reversed orientation: -1
smallest |energy|/hopping in counting: 0.851
wavefunction torus side: 7 cells; particles: 21
doping from half filling: -0.07143 per cell
flux of each d fermion: 3/7 quantum per cell
predicted f flux: 1/7 quantum per cell (mod 1)
f fluxes passing translation test (sevenths): [1]
f gap/hopping at predicted flux: 1.124
extrapolated level spacing/formula: 0.9985
WORKED EXAMPLE: INPUTS
density doping: 1.0e+14 m^-2 = 1.0e+10 cm^-2
moire period: 5.0 nm
composite-fermion mass: 2.0 electron masses
mean free path: 200 nm
temperature: 0.10 K
relative permittivity: 10
band gap: 20 meV
WORKED EXAMPLE: RESULTS
flux quantum h/e: 4.135668e-15 T m^2
cell area: 21.65 nm^2
half-filling density: 2.3094e+12 cm^-2
total density after doping: 2.3194e+12 cm^-2
doping per cell: 0.00217
signed effective field: -0.8271 T
effective field magnitude: 0.8271 T = 8.271 kG
effective flux per cell: 0.00433 quantum
Fermi wavevector: 0.5399 nm^-1
cyclotron radius: 429.6 nm
level spacing: 0.0479 meV
composite-fermion filling: 116.0
NEGLECTED EFFECTS
Fermi temperature: 64.4 K
thermal damping argument X: 3.553
thermal damping factor: 0.204
mean free path/cyclotron radius: 0.466
density inhomogeneity: 1.0e+10 cm^-2
field spread from inhomogeneity: 0.827 T
moire period change: 1.0 percent
field shift from period change: 3.764 T
Coulomb energy at one period: 28.8 meV
Coulomb energy/band gap: 1.44
magnetization thickness: 1.0 nm
real field bound, 1 Bohr magneton each: 0.270 mT
every check passed
```
